**Net winding and signed crossings of hybrid Wannier centres**

For $N$ gapped occupied bands, the centres $y_n(k_1)$ along direction 2 satisfy $\sum_n[y_n(2\pi)-y_n(0)]=C$, and $C$ is also the number of upward minus downward crossings of any line $y=\eta$ modulo 1. Here $k_1,k_2$ are reduced momenta, $C$ is the Chern number, and $e^{2\pi iy_n}$ are the Wilson-loop eigenvalues. The program asserts that the Wilson-loop centres agree with integrated parallel transport and with projected-position eigenvalues in an open ribbon. It asserts the local law for the slope of $\sum_ny_n$ at four momenta. For five choices of layer masses it compares the winding, the ladder shift and the signed crossings of 200 lines with the integrated Berry curvature. Further assertions cover touched lines, a curved reference line, displaced orbitals and exchanged directions. In the main example the two branches advance by 0.4948 and 0.5052 cells, which add to the Chern number 1. Its sampled reference lines are crossed between one and three times, always with net count 1.

## Numerical verification

```python
# Result under test: for N occupied bands of a 2D insulator, the hybrid Wannier
# centres y_n(k1) along direction 2 have net winding
#     sum_n [y_n(2 pi) - y_n(0)] = C = (1/2 pi) * integral of Tr F over the zone,
# and C equals (upward - downward) crossings of any line y = eta (mod 1).
# Symbols: k1, k2 reduced momenta (period 2 pi); A_j = i <u|d_j u>;
# Tr F = d_1 Tr A_2 - d_2 Tr A_1; exp(2 pi i y_n) are Wilson-loop eigenvalues;
# Y = sum_n y_n. Lengths are in cells, energies in the model's energy unit.
# Model: two coupled two-orbital layers with masses (m_A, m_B); two bands filled.
import numpy as np

S0 = np.eye(2, dtype=complex)
SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0 + 0j, -1.0])
COUPLING = 0.3
N_OCC = 2
TWO_PI = 2 * np.pi
MAIN = (-1.0, 1.0)


def dagger(a):
    return np.conj(np.swapaxes(a, -1, -2))


def wrap(x):
    """Representative of x modulo 1 in [-1/2, 1/2)."""
    return (np.asarray(x) + 0.5) % 1.0 - 0.5


def combine(x, y, z):
    x, y, z = np.broadcast_arrays(x, y, z)
    return (x[..., None, None] * SX + y[..., None, None] * SY
            + z[..., None, None] * SZ)


def two_layers(block_a, block_b, link):
    h = np.zeros(block_a.shape[:-2] + (4, 4), dtype=complex)
    h[..., :2, :2] = block_a
    h[..., 2:, 2:] = block_b
    h[..., :2, 2:] = link
    h[..., 2:, :2] = dagger(link)
    return h


def hamiltonian(k1, k2, masses):
    k1, k2 = np.broadcast_arrays(k1, k2)
    blocks = [combine(np.sin(q), np.sin(k2), m + np.cos(q) + np.cos(k2))
              for q, m in ((2 * k1, masses[0]), (k1, masses[1]))]
    return two_layers(blocks[0], blocks[1], COUPLING * (S0 + SX))


def curvature(k1, k2, masses):
    """Tr F from the sum over states, and the direct gap."""
    k1, k2 = np.broadcast_arrays(k1, k2)
    energy, states = np.linalg.eigh(hamiltonian(k1, k2, masses))
    zero = np.zeros((2, 2), dtype=complex)
    d1 = two_layers(combine(2 * np.cos(2 * k1), 0 * k1, -2 * np.sin(2 * k1)),
                    combine(np.cos(k1), 0 * k1, -np.sin(k1)), zero)
    same = combine(0 * k2, np.cos(k2), -np.sin(k2))
    d2 = two_layers(same, same, zero)
    v1 = (dagger(states) @ d1 @ states)[..., :N_OCC, N_OCC:]
    v2 = (dagger(states) @ d2 @ states)[..., N_OCC:, :N_OCC]
    diff = energy[..., :N_OCC, None] - energy[..., None, N_OCC:]
    total = np.sum(v1 * np.swapaxes(v2, -1, -2) / diff**2, axis=(-1, -2))
    return -2 * total.imag, energy[..., N_OCC] - energy[..., N_OCC - 1]


def projector(k1, k2, masses):
    u = np.linalg.eigh(hamiltonian(k1, k2, masses))[1][..., :N_OCC]
    return u @ dagger(u)


def centres(transverse, masses, points=160, axis=2, offsets=np.zeros(4)):
    """Sorted centres in [0,1) along 'axis', one row per transverse momentum."""
    transverse = np.atleast_1d(transverse)[:, None]
    loop = TWO_PI * np.arange(points) / points
    k1, k2 = (transverse, loop[None]) if axis == 2 else (loop[None], transverse)
    frames = np.linalg.eigh(hamiltonian(k1, k2, masses))[1][..., :N_OCC]
    frames = frames * np.exp(-1j * loop[:, None] * offsets)[None, :, :, None]
    closing = frames[:, :1] * np.exp(-1j * TWO_PI * offsets)[:, None]
    following = np.concatenate([frames[:, 1:], closing], axis=1)
    left, _, right = np.linalg.svd(dagger(following) @ frames)
    links = left @ right
    wilson = links[:, 0]
    for j in range(1, points):
        wilson = links[:, j] @ wilson
    phases = np.angle(np.linalg.eigvals(wilson)) / TWO_PI
    return np.sort(phases % 1.0, axis=1)


def winding(values):
    """Winding of the determinant phase, without following single branches."""
    steps = wrap(np.diff(values.sum(axis=1)))
    assert np.max(np.abs(steps)) < 0.25
    return steps.sum()


def ladder(values, start):
    index = start + np.arange(N_OCC)
    return values[index % N_OCC] + index // N_OCC


def follow(values):
    """Continuous ordered branches lifted from centres known modulo 1."""
    rows = [values[0]]
    for new in values[1:]:
        old = rows[-1]
        base = N_OCC * int(np.floor(old[0]))
        options = [ladder(new, s) for s in range(base - N_OCC, base + 2 * N_OCC + 1)]
        rows.append(min(options, key=lambda row: np.max(np.abs(row - old))))
    rows = np.array(rows)
    assert np.max(np.abs(np.diff(rows, axis=0))) < 0.15
    return rows


def crossings(branches, eta):
    """Numbers of upward and downward crossings of y = eta (mod 1)."""
    jumps = np.diff(np.floor(branches - eta), axis=0)
    return int(jumps[jumps > 0].sum()), int(-jumps[jumps < 0].sum())


def crossing_list(branches, momenta, eta):
    floors = np.floor(branches - eta)
    found = []
    for j, n in np.argwhere(np.diff(floors, axis=0) != 0):
        y0, y1 = branches[j, n], branches[j + 1, n]
        level = eta + max(floors[j, n], floors[j + 1, n])
        k = momenta[j] + (level - y0) / (y1 - y0) * (momenta[j + 1] - momenta[j])
        found.append((k / TWO_PI, "up" if y1 > y0 else "down"))
    return sorted(found)


def set_distance(a, b):
    d = np.abs(wrap(np.asarray(a)[:, None] - np.asarray(b)[None, :]))
    return max(d.min(axis=0).max(), d.min(axis=1).max())


# Curvature: sum over states against finite differences of the projector.
ka, kb, h = 0.7, 1.9, 1e-4
dp1 = (projector(ka + h, kb, MAIN) - projector(ka - h, kb, MAIN)) / (2 * h)
dp2 = (projector(ka, kb + h, MAIN) - projector(ka, kb - h, MAIN)) / (2 * h)
f_projector = (1j * np.trace(projector(ka, kb, MAIN) @ (dp1 @ dp2 - dp2 @ dp1))).real
f_states = float(curvature(ka, kb, MAIN)[0])
assert abs(f_projector - f_states) < 1e-5

# Wilson loop against integrated parallel transport dU/dk2 = (dP/dk2) U.
k_test = 1.0
steps = 400
half_grid = np.pi * np.arange(2 * steps + 1) / steps
dp = (projector(k_test, half_grid + h, MAIN)
      - projector(k_test, half_grid - h, MAIN)) / (2 * h)
start = np.linalg.eigh(hamiltonian(k_test, 0.0, MAIN))[1][:, :N_OCC]
frame = start.copy()
dk = TWO_PI / steps
for j in range(steps):
    g0, gm, g1 = dp[2 * j], dp[2 * j + 1], dp[2 * j + 2]
    r1 = g0 @ frame
    r2 = gm @ (frame + dk / 2 * r1)
    r3 = gm @ (frame + dk / 2 * r2)
    r4 = g1 @ (frame + dk * r3)
    frame = frame + dk / 6 * (r1 + 2 * r2 + 2 * r3 + r4)
transport = dagger(start) @ frame
assert np.allclose(dagger(transport) @ transport, np.eye(N_OCC), atol=1e-5)
y_transport = np.sort(np.angle(np.linalg.eigvals(transport)) / TWO_PI % 1.0)
y_wilson = centres(k_test, MAIN, points=400)[0]
# The discrete loop has an error of second order in its momentum step.
assert set_distance(y_transport, y_wilson) < 1e-3

# Wilson phases against position eigenvalues in the middle of an open ribbon.
cells = 60
samples = TWO_PI * np.arange(4) / 4
h_samples = hamiltonian(k_test, samples, MAIN)
onsite = h_samples.mean(axis=0)
hop = np.mean(np.exp(-1j * samples)[:, None, None] * h_samples, axis=0)
ribbon = np.kron(np.eye(cells), onsite) + np.kron(np.eye(cells, k=1), hop)
ribbon = ribbon + np.kron(np.eye(cells, k=-1), dagger(hop))
e_ribbon, s_ribbon = np.linalg.eigh(ribbon)
occupied = s_ribbon[:, e_ribbon < 0]
moved = np.array([0.0, 0.25, 0.5, 0.1])
ribbon_errors = []
for offsets in (np.zeros(4), moved):
    position = np.repeat(np.arange(cells), 4) + np.tile(offsets, cells)
    spectrum = np.linalg.eigvalsh(dagger(occupied) @ (position[:, None] * occupied))
    middle = spectrum[np.abs(spectrum - cells / 2) < 3]
    loop_values = centres(k_test, MAIN, points=400, offsets=offsets)[0]
    ribbon_errors.append(set_distance(middle, loop_values))
    if not offsets.any():
        y_ribbon = np.sort(middle[np.argsort(np.abs(middle - cells / 2))[:2]] % 1)
assert max(ribbon_errors) < 1e-3

# Local law: slope of Y against the curvature integrated along k2.
slope_rows = []
loop_fine = TWO_PI * np.arange(400) / 400
for k in (0.3, 1.0, 2.5, 4.0):
    pair = centres(np.array([k - 1e-3, k + 1e-3]), MAIN, points=400).sum(axis=1)
    slope = float(wrap(pair[1] - pair[0])) / 2e-3
    line_flux = float(np.mean(curvature(k, loop_fine, MAIN)[0]))
    assert abs(slope - line_flux) < 2e-3
    slope_rows.append((k, slope, line_flux))

# Winding and signed crossings against the curvature integral, several phases.
momenta = TWO_PI * np.arange(241) / 240
zone = TWO_PI * np.arange(160) / 160
etas = (np.arange(200) + 0.5) / 200
case_rows = []
chern_by_case = {}
for masses in (MAIN, (-1.0, 3.0), (3.0, 1.0), (1.0, 1.0), (3.0, 3.0)):
    flux, gaps = curvature(zone[:, None], zone[None, :], masses)
    chern_raw = TWO_PI * flux.mean()
    chern = int(round(chern_raw))
    assert gaps.min() > 0.5 and abs(chern_raw - chern) < 1e-6
    values = centres(momenta, masses)
    net = winding(values)
    assert abs(net - chern) < 1e-8
    lifted = follow(values)
    assert np.allclose(lifted[-1], ladder(lifted[0], chern), atol=1e-8)
    counts = np.array([crossings(lifted, eta) for eta in etas])
    assert np.all(counts[:, 0] - counts[:, 1] == chern)
    totals = counts.sum(axis=1)
    case_rows.append((masses, chern_raw, net, totals.min(), totals.max()))
    chern_by_case[masses] = chern
    if masses == MAIN:
        branches, main_counts, main_totals = lifted, counts, totals
        main_gap, main_raw, main_chern = gaps.min(), chern_raw, chern
assert main_totals.max() > abs(main_chern)
assert chern_by_case[MAIN] == chern_by_case[(-1.0, 3.0)] + chern_by_case[(3.0, 1.0)]

# Lines that touch a branch at a turning point, and a curved reference line.
touched = 0
for n in range(N_OCC):
    d = np.diff(branches[:, n])
    for j in np.flatnonzero(d[:-1] * d[1:] < 0) + 1:
        eta = branches[j, n]
        if np.min(np.abs(wrap(branches[0] - eta))) > 1e-6:
            up, down = crossings(branches, eta)
            assert up - down == main_chern
            touched += 1
assert touched > 0
curve = (0.3 + 0.2 * np.sin(momenta))[:, None]
curve_up, curve_down = crossings(branches, curve)
assert curve_up - curve_down == main_chern

# Displaced orbitals keep the winding; exchanged directions reverse it.
moved_winding = winding(centres(momenta, MAIN, offsets=moved))
reverse_winding = winding(centres(momenta, MAIN, axis=1))
assert abs(moved_winding - main_chern) < 1e-8
assert abs(reverse_winding + main_chern) < 1e-8

print(f"masses m_A, m_B (energy unit): {MAIN[0]:.1f}, {MAIN[1]:.1f}")
print(f"coupling (energy unit): {COUPLING:.1f}")
print(f"smallest direct gap on grid (energy unit): {main_gap:.3f}")
print(f"Chern number from curvature integral: {main_raw:.8f}")
print(f"Tr F at k1=0.7, k2=1.9: states {f_states:.6f}, projector {f_projector:.6f}")
print("centres at k1 = 1.0 rad (cells, mod 1):")
for name, y in (("Wilson loop", y_wilson), ("parallel transport", y_transport),
                ("open ribbon", y_ribbon)):
    print(f"  {name}: {y[0]:.4f}, {y[1]:.4f}")
print(f"largest ribbon-loop difference (cells): {max(ribbon_errors):.1e}")
print("k1 (rad), dY/dk1 from loop, from curvature (cells/rad):")
for k, slope, line_flux in slope_rows:
    print(f"  {k:.1f}  {slope:.5f}  {line_flux:.5f}")
print("k1/2pi, lifted branches y_1, y_2, change of Y (cells):")
for j in range(0, 241, 30):
    y = branches[j]
    change = y.sum() - branches[0].sum()
    print(f"  {momenta[j] / TWO_PI:.3f}  {y[0]:.4f}  {y[1]:.4f}  {change:.4f}")
advance = branches[-1] - branches[0]
print(f"advance of single branches (cells): {advance[0]:.4f}, {advance[1]:.4f}")
spacing = np.abs(wrap(branches[:, 1] - branches[:, 0]))
j_min = int(np.argmin(spacing))
print(f"smallest sampled centre spacing (cells): {spacing[j_min]:.4f}"
      f" at k1/2pi = {momenta[j_min] / TWO_PI:.3f}")
print("reference line eta (cells), up, down, net:")
for i in (20, 60, 100, 140, 180):
    up, down = main_counts[i]
    print(f"  {etas[i]:.4f}  {up}  {down}  {up - down}")
for name, extreme in (("most", main_totals.max()), ("fewest", main_totals.min())):
    chosen = np.flatnonzero(main_totals == extreme)
    runs = np.split(chosen, np.flatnonzero(np.diff(chosen) > 1) + 1)
    longest = max(runs, key=len)
    eta = etas[longest[len(longest) // 2]]
    print(f"line with {name} crossings: eta = {eta:.4f} cells; k1/2pi and sense:")
    print("  " + ", ".join(f"{k:.3f} {sense}"
                           for k, sense in crossing_list(branches, momenta, eta)))
print(f"touched lines checked: {touched}")
print(f"curved line 0.3+0.2 sin k1: up {curve_up}, down {curve_down}")
print(f"winding with displaced orbitals: {moved_winding:.6f}")
print(f"winding of centres along 1 against k2: {reverse_winding:.6f}")
print("m_A, m_B, curvature C, winding, fewest and most crossings:")
for masses, raw, net, low, high in case_rows:
    print(f"  {masses[0]:.0f}, {masses[1]:.0f}: {raw + 0.0:.6f}, {net:.6f}, {low}, {high}")
print("finished without a failed check")
```

Output:

```
masses m_A, m_B (energy unit): -1.0, 1.0
coupling (energy unit): 0.3
smallest direct gap on grid (energy unit): 1.488
Chern number from curvature integral: 1.00000000
Tr F at k1=0.7, k2=1.9: states 0.001004, projector 0.001004
centres at k1 = 1.0 rad (cells, mod 1):
  Wilson loop: 0.9308, 0.9620
  parallel transport: 0.9308, 0.9620
  open ribbon: 0.9308, 0.9620
largest ribbon-loop difference (cells): 3.1e-06
k1 (rad), dY/dk1 from loop, from curvature (cells/rad):
  0.3  0.53719  0.53718
  1.0  0.07283  0.07284
  2.5  -0.01744  -0.01743
  4.0  -0.03150  -0.03150
k1/2pi, lifted branches y_1, y_2, change of Y (cells):
  0.000  0.0026  0.4974  0.0000
  0.125  -0.0317  0.9034  0.3716
  0.250  0.0018  0.9095  0.4113
  0.375  0.0833  0.8125  0.3958
  0.500  0.3563  0.6437  0.5000
  0.625  0.1860  0.9182  0.6042
  0.750  0.0891  0.9995  0.5887
  0.875  0.0954  1.0330  0.6284
  1.000  0.4974  1.0026  1.0000
advance of single branches (cells): 0.4948, 0.5052
smallest sampled centre spacing (cells): 0.0262 at k1/2pi = 0.829
reference line eta (cells), up, down, net:
  0.1025  2  1  1
  0.3025  2  1  1
  0.5025  1  0  1
  0.7025  2  1  1
  0.9025  2  1  1
line with most crossings: eta = 0.2175 cells; k1/2pi and sense:
  0.453 up, 0.601 down, 0.941 up
line with fewest crossings: eta = 0.5025 cells; k1/2pi and sense:
  0.001 up
touched lines checked: 6
curved line 0.3+0.2 sin k1: up 2, down 1
winding with displaced orbitals: 1.000000
winding of centres along 1 against k2: -1.000000
m_A, m_B, curvature C, winding, fewest and most crossings:
  -1, 1: 1.000000, 1.000000, 1, 3
  -1, 3: 2.000000, 2.000000, 2, 4
  3, 1: -1.000000, -1.000000, 1, 5
  1, 1: -3.000000, -3.000000, 3, 3
  3, 3: 0.000000, 0.000000, 0, 6
finished without a failed check
```
